# Why one fitted conductivity cannot repair Fourier's law near nanoscale heaters

Near a heat source that is not large compared with the phonon mean free path, Fourier's law with the bulk conductivity gives the wrong temperature. One can always choose another constant, $\kappa_{\rm fit}$, that makes it return the right value for one given reading. In general that constant does not carry over to other readings. In the model below, with bulk conductivity 200 W/(m K), a Gaussian heater of width 50 nm (the standard deviation of its profile) requires 152 W/(m K) and one of width 5 nm requires 31 W/(m K). A single 20 nm heater requires 95 W/(m K) if it serves as its own thermometer, but 200 W/(m K) if the thermometer is 500 nm away. The material is the same in all these cases.

## The model

Take an infinite, uniform, isotropic medium in steady state. All phonons have speed $v$, scattering time $\tau$ and mean free path $\Lambda=v\tau$, and scattering sends them into all directions equally. Temperature rises $T$, measured from the value far away, are small, so the equations are linear.

Let $e(\mathbf r,\mathbf n)$ be the excess phonon energy density for travel direction $\mathbf n$, normalized so that its average over directions is $\langle e\rangle=CT$, where $C$ is the heat capacity per volume. This defines the local temperature even where the phonons are not in equilibrium. A heater releases power $Q(\mathbf r)$ per volume, equally in all directions. The Boltzmann equation is

$$v\,\mathbf n\cdot\nabla e=\frac{CT-e}{\tau}+Q .$$

Averaged over directions, the scattering term vanishes, leaving energy conservation, $\nabla\cdot\mathbf J=Q$, with heat flux $\mathbf J=v\langle\mathbf n\,e\rangle$.

## Response to a sinusoidal source

Let $Q$, $T$ and $e$ vary as $e^{iqz}$, and let $\mu$ be the cosine between $\mathbf n$ and the $z$ axis. With $x=q\Lambda$, multiplying the Boltzmann equation by $\tau$ gives

$$(1+ix\mu)\,e=CT+Q\tau .$$

Divide by $1+ix\mu$ and average over directions, for which $\mu$ is uniform between $-1$ and $1$. The odd part of $1/(1+ix\mu)=(1-ix\mu)/(1+x^2\mu^2)$ cancels, so

$$CT=A\,(CT+Q\tau),\qquad A=\int_0^1\frac{d\mu}{1+x^2\mu^2}=\frac{\arctan x}{x}.$$

Hence $CT=Q\tau A/(1-A)$. Define $\kappa(q)$ as the ratio of flux to minus the temperature gradient, $J=-\kappa(q)\,iqT$. Conservation, $iqJ=Q$, then gives $Q=\kappa(q)q^2T$, and therefore

$$\kappa(q)=\frac{C(1-A)}{\tau A q^2},\qquad \frac{\kappa(q)}{\kappa}=\frac{3(1-A)}{x^2A},\qquad \kappa=\frac{Cv\Lambda}{3}=\frac{C\Lambda^2}{3\tau}.$$

For small $x$, $A=1-x^2/3+x^4/5-\dots$, so

$$\frac{\kappa(q)}{\kappa}=\Bigl(1-\frac{3x^2}{5}\Bigr)\Bigl(1+\frac{x^2}{3}\Bigr)+\dots=1-\frac{4x^2}{15}+\dots$$

Thus $\kappa$ is the bulk conductivity. For large $x$, $A\to\pi/(2x)$ and $\kappa(q)/\kappa\to6/(\pi x)$. At $x=1$ the formula gives 0.820; at $x=5$ it gives 0.317. A finite-difference solution with discrete directions agrees to about one part in a thousand.

## The counter-example: Gaussian heaters

A heater of total power $P$ and width $s$, the standard deviation along each axis, has

$$Q(r)=\frac{P}{(2\pi s^2)^{3/2}}e^{-r^2/2s^2},\qquad \hat Q(q)=P\,e^{-q^2s^2/2}.$$

Each Fourier component of $T$ is $\hat Q/[\kappa(q)q^2]$. In the inverse transform, $d^3q/(2\pi)^3$ becomes $q^2dq/(2\pi^2)$ after the angular average, which turns $e^{i\mathbf q\cdot\mathbf r}$ into $\sin(qr)/(qr)$:

$$T(r)=\frac{P}{2\pi^2}\int_0^\infty\frac{e^{-q^2s^2/2}}{\kappa(q)}\,\frac{\sin qr}{qr}\,dq .$$

If the heater is its own thermometer, it reads $T$ averaged over its own profile $Q/P$. This supplies a second factor $e^{-q^2s^2/2}$:

$$\bar T=\frac{P}{2\pi^2}\int_0^\infty\frac{e^{-q^2s^2}}{\kappa(q)}\,dq .$$

For Fourier's law, replace $\kappa(q)$ by the constant $\kappa$. The second integral is then $\sqrt\pi/(2s\kappa)$. For the first, put $I(r)=\int_0^\infty e^{-q^2s^2/2}\,\frac{\sin qr}{q}\,dq$. Its derivative is $\sqrt{\pi/2}\,e^{-r^2/2s^2}/s$ and $I(0)=0$, so $I=(\pi/2)\,\mathrm{erf}(r/\sqrt2 s)$. Thus

$$\bar T_F=\frac{P}{4\pi^{3/2}\kappa s},\qquad T_F(r)=\frac{P}{4\pi\kappa r}\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,s}\right).$$

Since $T_F\propto1/\kappa$, the constant that repairs a reading is $\kappa_{\rm fit}=\kappa\,T_F/T$.

Choose round parameters: $C=1.5$ MJ/(m³ K), $v=4000$ m/s, $\Lambda=100$ nm and $P=10$ µW. Then $\kappa=(1.5\times10^6)(4000)(10^{-7})/3=200$ W/(m K).

**Two sizes.** For $s=50$ nm, Fourier's law with bulk $\kappa$ gives 0.0449 K and the Boltzmann equation 0.0593 K, so $\kappa_{\rm fit}\approx152$ W/(m K). Carry this constant to $s=5$ nm, where the bulk Fourier value is 0.449 K. The prediction is $0.449\times200/152=0.59$ K, but the Boltzmann temperature is 2.90 K. The prediction is about 80 % too low, relative to the Boltzmann value.

**One heater, two thermometers.** For $s=20$ nm the heater's own reading is 0.237 K, against 0.112 K from bulk Fourier, so $\kappa_{\rm fit}=200\times0.1122/0.2368\approx95$ W/(m K). At 500 nm both theories give 0.0080 K. The constant fitted at the heater would predict $0.00796\times200/94.8=0.0168$ K there, about twice the true value in this model. Even the temperature profile of one heater is beyond repair by one constant.

A random walk of phonons, which uses no Fourier transform, gives $0.2383\pm0.0008$ K for the heater reading, where the formula gives 0.2368 K. In a shell 90 to 110 nm from the centre it gives $0.0439\pm0.0001$ K, and the formula 0.0439 K.

## The general statement and its proof

Within this model:

1. For self-reading Gaussian heaters, $\kappa_{\rm fit}$ increases strictly with $s$. No constant is right for two different sizes.
2. For every such heater $\kappa_{\rm fit}<\kappa$, whereas the fit for a separate thermometer tends to $\kappa$ as its distance grows. No constant is right for both the heater's own reading and that of a sufficiently distant thermometer.
3. As $s/\Lambda\to\infty$, the self-reading fit tends to $\kappa$, and no repair is needed.

**$\kappa(q)$ falls strictly with $q$.** Let $w(\mu)=1/(1+x^2\mu^2)$. Then $A=\int_0^1w\,d\mu$ and $1-A=x^2\int_0^1\mu^2w\,d\mu$, so

$$\frac{\kappa(q)}{\kappa}=3\,\frac{\int_0^1\mu^2w\,d\mu}{\int_0^1w\,d\mu}=3\langle\mu^2\rangle_w .$$

Since $\partial\ln w/\partial x=-2xh$ with $h=\mu^2/(1+x^2\mu^2)$, differentiating the weighted average gives

$$\frac{d\langle\mu^2\rangle_w}{dx}=-2x\bigl(\langle\mu^2h\rangle_w-\langle\mu^2\rangle_w\langle h\rangle_w\bigr).$$

The bracket equals half the average of $(\mu_1^2-\mu_2^2)(h_1-h_2)$ over two independent directions. Because $h$ increases with $\mu^2$, this product is never negative, and the bracket is positive. The derivative is negative for $x>0$. Physically, phonons travelling nearly along the gradient cross hot and cold regions between collisions, and for a given gradient their flux falls furthest below its bulk value. Direction by direction, the ratio of the flux to its bulk value is $w(\mu)/A$. It is smallest at $\mu=1$ and exceeds one for directions nearly across the gradient, which carry little of the flux.

**Size.** Equate $P/(4\pi^{3/2}\kappa_{\rm fit}s)$ to $\bar T$ and substitute $u=qs$:

$$\frac1{\kappa_{\rm fit}}=\frac{2s}{\sqrt\pi}\int_0^\infty\frac{e^{-q^2s^2}}{\kappa(q)}dq=\frac{2}{\sqrt\pi}\int_0^\infty\frac{e^{-u^2}}{\kappa(u/s)}du .$$

The weight $2e^{-u^2}/\sqrt\pi$ integrates to one. Increasing $s$ lowers $u/s$, raises $\kappa(u/s)$ at each $u>0$, and so raises $\kappa_{\rm fit}$. As $\kappa(q)<\kappa$ for $q>0$, also $\kappa_{\rm fit}<\kappa$.

Two limits show what the fit means. For $s\gg\Lambda$, insert $1/\kappa(q)\approx(1+4q^2\Lambda^2/15)/\kappa$. The weighted average of $q^2$ is $1/(2s^2)$, so

$$\frac{\kappa}{\kappa_{\rm fit}}\approx1+\frac{2\Lambda^2}{15s^2},$$

in line with the third statement. The proof is that, as $s$ grows, $\kappa(u/s)$ rises to $\kappa$ at every $u$, so the weighted average of $1/\kappa(u/s)$ falls to $1/\kappa$. For $s\ll\Lambda$, insert $1/\kappa(q)\approx\pi q\Lambda/(6\kappa)$ and use $\int_0^\infty q\,e^{-q^2s^2}dq=1/(2s^2)$:

$$\frac{\kappa_{\rm fit}}{\kappa}\approx\frac{6s}{\sqrt\pi\,\Lambda},\qquad \bar T\approx\frac{P\Lambda}{24\pi\kappa s^2}=\frac{P}{8\pi Cvs^2}.$$

The mean free path has dropped out of $\bar T$: phonons leave the heater before scattering. The temperature grows as $1/s^2$, whereas Fourier's law with any fixed constant gives $1/s$. At $s=5$ nm the limit gives $\kappa_{\rm fit}\approx34$ W/(m K), near the full value of 31.

**Distance.** Split the response into its bulk Fourier part and an excess:

$$\frac1{\kappa(q)q^2}=\frac1{\kappa q^2}+\frac{\Lambda^2}{\kappa}g(x),\qquad g=\frac{A}{3(1-A)}-\frac1{x^2}.$$

The small-$x$ expansion gives $g(0)=4/15$, so the long-range $1/q^2$ singularity belongs wholly to the Fourier part. The integrand of the excess is even in $q$, hence

$$\delta T(r)=\frac{P\Lambda^2}{4\pi^2\kappa r}\,\mathrm{Im}\int_{-\infty}^{\infty}q\,g(q\Lambda)\,e^{-q^2s^2/2}e^{iqr}dq .$$

Now let $x$ be complex with $|\mathrm{Im}\,x|<1$. There $A$ is analytic, and $1-A=x^2B$ with $B=\int_0^1\mu^2/(1+x^2\mu^2)\,d\mu$. If $x^2$ is not real, the imaginary part of the integrand has one sign; if $x^2$ is real, then $x^2>-1$ and the integrand is positive. Either way $B\ne0$, so $g$ has no singularity in the strip. The integration line can be shifted to $\mathrm{Im}\,q=b/\Lambda$ for any $b<1$, the Gaussian factor making the ends harmless. This produces a factor $e^{-br/\Lambda}$, so $|\delta T|$ is bounded by a constant times $e^{-br/\Lambda}/r$. Since $T_F$ falls as $1/r$, $\delta T/T_F\to0$ and the distant fit tends to $\kappa$. This completes the proof.

For the 20 nm heater, probes at 50, 100 and 200 nm require 132, 181 and 197 W/(m K).

## Spacing, and the best compromise

Consider a $7\times7$ square array of 20 nm heaters, each with the same power, and read the central one. By linearity its temperature is its own $\bar T$ plus the contributions of 48 neighbours.

At 100 nm pitch, bulk Fourier gives 0.942 K, of which 0.112 K is the central heater's own part and 0.829 K comes from the neighbours. The Boltzmann values are 1.096 K, 0.237 K and 0.859 K. Taken together, the neighbours' contribution is only about 4 % above its Fourier value, and it dilutes the central heater's large discrepancy. The fit rises from 95 to $200\times0.942/1.096\approx172$ W/(m K).

The trend with pitch is not monotonic. At infinite pitch the neighbours contribute nothing. At zero pitch the heaters coincide, and both theories multiply the single-heater temperature by 49. Both ends therefore return the single-heater fit, 95 W/(m K). In between, pitches of 50, 100, 200 and 500 nm require 160, 172, 161 and 138 W/(m K).

Could a compromise serve? If a reading requires $a$ and one uses $c$, the predicted temperature is $a/c$ times the Boltzmann value. Over readings whose fits run from $a_{\min}$ to $a_{\max}$, the largest relative error is the greater of $a_{\max}/c-1$ and $1-a_{\min}/c$. The first falls with $c$ and the second rises, so the best choice makes them equal:

$$c=\frac{a_{\max}+a_{\min}}2,\qquad \text{worst error}=\frac{a_{\max}-a_{\min}}{a_{\max}+a_{\min}} .$$

For the cases computed here, $a$ runs from 31 to 200 W/(m K). The best constant is about 116 W/(m K), with a worst error of $169/231\approx73$ %. The error vanishes only if all the fits agree.

## What a fit is good for

A fitted constant remains a valid summary of the one reading from which it was obtained, with the same heaters and the same thermometer in the same places. By linearity it still holds for that reading when all heater powers are scaled by a common factor, as long as the temperature rise stays small. It is not a property of the material that can be moved to another layout. In this model the function $\kappa(q)$ does transfer: it gives the temperature for any arrangement of heaters in the unbounded medium, provided they emit phonons equally in all directions. For other emission patterns, or near boundaries, $\kappa(q)$ alone is in general not enough.

The numbers belong to embedded heaters in a medium with one mean free path. Interfaces, surfaces, a spread of mean free paths and time-dependent heating are left out, and would change the values of $\kappa_{\rm fit}$. With a spread of mean free paths, the sizes and distances at which the fit returns to $\kappa$ depend on the long-path phonons that carry heat, so the 500 nm found here cannot be assumed for a real crystal. The full set of temperatures and fits is in the numerical output below.

## Values computed for the example and the checks

```
heat capacity = 1.50 MJ/(m^3 K); speed = 4000 m/s
mean free path = 100 nm; scattering time = 25.0 ps
power per heater = 10.0 uW; bulk k = 200.0 W/(m K)
sinusoidal source: q*L, period (nm), k(q)/k formula, k(q)/k grid
  0.3  2094.4  0.9771  0.9767
  1.0  628.3  0.8197  0.8195
  5.0  125.7  0.3169  0.3168
random walk, 20 nm heater: T (K), std error (K), formula (K)
  heater mean: 0.2383  0.0008  0.2368
  90-110 nm shell: 0.04389  0.00013  0.04389
isolated heater: width (nm), T Fourier bulk k (K), T Boltzmann (K), k_fit (W/(m K))
  5  0.44897  2.89678  31.0
  20  0.11224  0.23678  94.8
  50  0.04490  0.05925  151.5
  100  0.02245  0.02484  180.8
  500  0.00449  0.00451  199.0
probe near 20 nm heater: distance (nm), same three columns
  50  0.07859  0.11931  131.7
  100  0.03979  0.04402  180.8
  200  0.01989  0.02021  196.9
  500  0.00796  0.00796  200.0
7x7 array of 20 nm heaters: pitch (nm), same three columns
  1  5.49071  11.57003  94.9
  50  1.74362  2.17358  160.4
  100  0.94158  1.09562  171.9
  200  0.52694  0.65314  161.4
  500  0.27812  0.40266  138.1
  2000  0.15371  0.27825  110.5
  1000000  0.11232  0.23686  94.8
constant calibrated on 50 nm heater = 151.5 W/(m K)
error of Fourier temperature with that constant (%):
  5 nm heater: -79.5
  500 nm heater: +31.3
  probe at 500 nm, 20 nm heater: +31.9
  array, pitch 100 nm: +13.4
smallest and largest k_fit = 31.0, 200.0 W/(m K)
best single constant = 115.5 W/(m K); worst error = 73.2 %
decay rate of r*excess, 400 to 600 nm = 1.269 per free path
```
